# A flat high-temperature Arrhenius plot can hide an activated surface reaction: a program that tests the result

```python
"""
Result under test: a surface reaction with barrier E0, fed through a gas film,
gives a nearly flat Arrhenius plot at high temperature because transport limits
the rate. The series law is J = c_b / (1/k_s + 1/h).
Symbols: J flux of reacting molecules, c_b bulk concentration of precursor,
k_s surface rate constant (m/s), h = D/delta transport coefficient (m/s),
D diffusion coefficient, delta film thickness, w = h/(h+k_s) = wall/bulk
concentration, beta = 1/(kB T), E_app = -d ln J / d beta.
Energies are in eV, all other internal quantities in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

KB_EV = const.k / const.e
BARRIER = 0.5                          # eV
MASS = 100 * const.atomic_mass         # kg
TOTAL_PRESSURE = 1.0e5                 # Pa
PRECURSOR_PRESSURE = 10.0              # Pa
FILM = 0.010                           # m
D_REF, T_REF, D_POWER = 5.0e-5, 300.0, 1.75
SOLID_VOLUME = 2.0e-29                 # m^3 per reacted molecule


def diffusion(T):
    return D_REF * (T / T_REF) ** D_POWER


def impingement_speed(T):
    return np.sqrt(const.k * T / (2 * np.pi * MASS))


def sticking(T):
    return np.exp(-BARRIER / (KB_EV * T))


def k_surface(T):
    return impingement_speed(T) * sticking(T)


def bulk_concentration(T):
    return PRECURSOR_PRESSURE / (const.k * T)


def series_speed(k, h):
    """J / c_b from the series law."""
    return 1 / (1 / k + 1 / h)


def growth(k, T, film=FILM):
    """Growth rate in m/s."""
    return (SOLID_VOLUME * bulk_concentration(T)
            * series_speed(k, diffusion(T) / film))


def solved_speed(k, D, film, flow=0.0, n=400):
    """J / c_b from a finite-difference solution of D c'' + flow z^2 c' = 0
    with D c'(0) = k c(0) at the wall and c = 1 at the film edge."""
    dz = film / n
    z = np.linspace(0, film, n + 1)
    drift = flow * z[1:-1] ** 2 * dz / (2 * D)
    band = np.zeros((4, n + 1))
    band[2, 0] = -1.5 - k * dz / D
    band[1, 1] = 2.0
    band[0, 2] = -0.5
    band[3, 0:n - 1] = 1 - drift
    band[2, 1:n] = -2.0
    band[1, 2:n + 1] = 1 + drift
    band[2, n] = 1.0
    rhs = np.zeros(n + 1)
    rhs[n] = 1.0
    return k * solve_banded((1, 2), band, rhs)[0]


def apparent_energy(T):
    h, k = diffusion(T) / FILM, k_surface(T)
    w = h / (h + k)
    kT = KB_EV * T
    return w * (BARRIER + kT / 2) + (1 - w) * D_POWER * kT - kT


temperatures = np.array([500., 600., 700., 800., 900., 1000., 1100., 1200.])

# Reactive flux of a Maxwell gas over a normal-energy threshold, by quadrature
for T in temperatures:
    u0 = np.sqrt(2 * BARRIER / (KB_EV * T))
    integral = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                    u0, u0 + 12, epsabs=0, epsrel=1e-10)[0]
    k_quadrature = np.sqrt(const.k * T / MASS) * integral
    assert np.isclose(k_quadrature, k_surface(T), rtol=1e-8)

# Series law against the solved transport equation, without and with flow
D_hot = diffusion(1200.)
flow_enhancement = 0.0
for flow in (0.0, 15 * D_hot / FILM ** 3):
    resistance = quad(lambda z: np.exp(-flow * z ** 3 / (3 * D_hot)) / D_hot,
                      0, FILM, epsabs=0, epsrel=1e-10)[0]
    flow_enhancement = (1 / resistance) / (D_hot / FILM)
    for k in (1e-3, 5e-2, 1.0, 50.0):
        solved = solved_speed(k, D_hot, FILM, flow, n=2000)
        assert np.isclose(solved, series_speed(k, 1 / resistance), rtol=1e-5)

# Apparent energy and sensitivities against differences of solved rates
for T in temperatures:
    beta, step = 1 / (KB_EV * T), 1e-4
    log_flux = []
    for b in (beta * (1 - step), beta * (1 + step)):
        Tb = 1 / (KB_EV * b)
        speed = solved_speed(k_surface(Tb), diffusion(Tb), FILM)
        log_flux.append(np.log(bulk_concentration(Tb) * speed))
    slope = -(log_flux[1] - log_flux[0]) / (2 * step * beta)
    assert abs(slope - apparent_energy(T)) < 1e-5
    k, D = k_surface(T), diffusion(T)
    w = (D / FILM) / (D / FILM + k)
    up, down = np.exp(step), np.exp(-step)
    sens_k = np.log(solved_speed(k * up, D, FILM)
                    / solved_speed(k * down, D, FILM)) / (2 * step)
    sens_film = np.log(solved_speed(k, D, FILM * up)
                       / solved_speed(k, D, FILM * down)) / (2 * step)
    assert abs(sens_k - w) < 1e-6
    assert abs(sens_film + (1 - w)) < 1e-6

# Activated surface compared with two barrierless surfaces on the plateau
window = np.linspace(1000., 1200., 9)
fast_probability = sticking(1200.)
slow_probability = 1.0e-5
surfaces = {
    "activated": k_surface,
    "barrierless fast": lambda T: fast_probability * impingement_speed(T),
    "barrierless slow": lambda T: slow_probability * impingement_speed(T)}
fitted, halving = {}, {}
for name, k_of_T in surfaces.items():
    fitted[name] = -np.polyfit(1 / (KB_EV * window),
                               np.log(growth(k_of_T(window), window)), 1)[0]
    halving[name] = (growth(k_of_T(1200.), 1200., FILM / 2)
                     / growth(k_of_T(1200.), 1200.))
fast = surfaces["barrierless fast"]
plateau_gap = np.max(np.abs(
    growth(k_surface(window), window) / growth(fast(window), window) - 1))
cold_ratio = growth(fast(500.), 500.) / growth(k_surface(500.), 500.)
k_rise = k_surface(1200.) / k_surface(1000.)
growth_rise = growth(k_surface(1200.), 1200.) / growth(k_surface(1000.), 1000.)
assert fitted["activated"] < BARRIER / 4
assert plateau_gap < 0.10 and k_rise > 2.5 and cold_ratio > 10
assert abs(fitted["barrierless slow"]) < KB_EV * 1100
assert halving["activated"] > 1.8 and halving["barrierless fast"] > 1.8
assert halving["barrierless slow"] < 1.05

# Hidden barrier recovered from solved rates at two film thicknesses
thin, thick = FILM / 2, FILM
pair = np.array([1000., 1200.])
R_thin = np.array([1 / solved_speed(k_surface(T), diffusion(T), thin)
                   for T in pair])
R_thick = np.array([1 / solved_speed(k_surface(T), diffusion(T), thick)
                    for T in pair])


def recover(Ra, Rb):
    return (thick - thin) / (thick * Ra - thin * Rb)


def barrier_from(k_low, k_high):
    change = np.log(k_high / np.sqrt(pair[1])) - np.log(k_low / np.sqrt(pair[0]))
    return -change / (1 / (KB_EV * pair[1]) - 1 / (KB_EV * pair[0]))


k_found = recover(R_thin, R_thick)
barrier_found = barrier_from(*k_found)
assert np.allclose(k_found, k_surface(pair), rtol=1e-7)
assert abs(barrier_found - BARRIER) < 1e-6

# Error propagation against random noise in the measured rates
noise = 0.005
k_error = (noise * np.hypot(thick * R_thin, thin * R_thick)
           * k_found / (thick - thin))
barrier_error = np.hypot(*k_error) / abs(np.diff(1 / (KB_EV * pair))[0])
rng = np.random.default_rng(7)
draws = 1 + noise * rng.standard_normal((2, 200000, 2))
noisy_resistance = (thick * R_thin / draws[0]
                    - thin * R_thick / draws[1]) / (thick - thin)
sampled_k_error = np.std(noisy_resistance, axis=0) * k_found
assert np.allclose(sampled_k_error, k_error, rtol=0.02)
noisy_k = 1 / noisy_resistance
sampled_barrier_error = np.std(barrier_from(noisy_k[:, 0], noisy_k[:, 1]))
# The logarithm is nonlinear at errors above ten per cent
assert np.isclose(sampled_barrier_error, barrier_error, rtol=0.06)

crossover = brentq(lambda T: k_surface(T) - diffusion(T) / FILM, 400., 1200.)
k_cross = k_surface(crossover)
assert np.isclose(solved_speed(k_cross, diffusion(crossover), FILM),
                  k_cross / 2, rtol=1e-8)
free_path = 3 * D_hot / (4 * impingement_speed(1200.))
assert free_path < 1e-2 * FILM

print(f"Barrier E0: {BARRIER:.3f} eV")
print(f"Molecular mass: {MASS / const.atomic_mass:.0f} u")
print(f"Total pressure: {TOTAL_PRESSURE / 1e3:.0f} kPa")
print(f"Precursor pressure: {PRECURSOR_PRESSURE:.0f} Pa")
print(f"Film thickness: {FILM * 1e3:.1f} mm")
print(f"D at {T_REF:.0f} K: {D_REF * 1e4:.2f} cm^2/s; power of T: {D_POWER}")
print(f"Solid volume per molecule: {SOLID_VOLUME * 1e27:.3f} nm^3")
print("Columns: T (K), s, k_s (mm/s), h (mm/s), w, growth (nm/min), E_app (eV)")
for T in temperatures:
    k, h = k_surface(T), diffusion(T) / FILM
    print(f"{T:5.0f} {sticking(T):.3e} {k * 1e3:9.3f} {h * 1e3:7.2f} "
          f"{h / (h + k):.4f} {growth(k, T) * 6e10:7.3f} "
          f"{apparent_energy(T):.4f}")
print(f"Crossover temperature (k_s = h): {crossover:.1f} K")
print(f"Damkoehler number at 1200 K: {k_surface(1200.) * FILM / D_hot:.2f}")
print(f"D at 1200 K: {D_hot * 1e4:.3f} cm^2/s")
print(f"Impingement speed at 1200 K: {impingement_speed(1200.):.2f} m/s")
print(f"Bulk concentration at 1200 K: {bulk_concentration(1200.):.4e} m^-3")
print(f"kB T at 1200 K: {KB_EV * 1200:.4f} eV")
print(f"Transport-limit E_app at 1200 K: {(D_POWER - 1) * KB_EV * 1200:.4f} eV")
print(f"Surface-limit E_app at 500 K: {BARRIER - KB_EV * 250:.4f} eV")
print(f"Rough mean free path at 1200 K: {free_path * 1e6:.1f} micrometre")
print(f"Drift correction s/2 at 1200 K: {50 * sticking(1200.):.2f} %")
print(f"h with test flow / h without flow: {flow_enhancement:.3f}")
print(f"k_s(1200 K)/k_s(1000 K): {k_rise:.3f}")
print(f"Growth(1200 K)/growth(1000 K): {growth_rise:.3f}")
print(f"Fast barrierless probability: {fast_probability:.3e}")
print(f"Slow barrierless probability: {slow_probability:.1e}")
for name in surfaces:
    print(f"{name}: fitted energy 1000-1200 K {fitted[name]:.4f} eV; "
          f"rate factor on halving film at 1200 K {halving[name]:.3f}")
print(f"Largest plateau gap, activated vs fast: {100 * plateau_gap:.2f} %")
print(f"Fast barrierless/activated growth at 500 K: {cold_ratio:.2f}")
for i, T in enumerate(pair):
    print(f"{T:.0f} K: R(5 mm) {R_thin[i]:.3f} s/m, R(10 mm) "
          f"{R_thick[i]:.3f} s/m, recovered k_s {k_found[i] * 1e3:.2f} mm/s")
print(f"Recovered barrier: {barrier_found:.4f} eV")
print(f"Assumed rate noise: {100 * noise:.1f} %")
print(f"k_s error at 1000 K: {100 * k_error[0]:.1f} %; "
      f"at 1200 K: {100 * k_error[1]:.1f} %")
print(f"Barrier error, linear: {barrier_error:.4f} eV; "
      f"sampled: {sampled_barrier_error:.4f} eV")
print("success")
```

Running it gives:

```
Barrier E0: 0.500 eV
Molecular mass: 100 u
Total pressure: 100 kPa
Precursor pressure: 10 Pa
Film thickness: 10.0 mm
D at 300 K: 0.50 cm^2/s; power of T: 1.75
Solid volume per molecule: 0.020 nm^3
Columns: T (K), s, k_s (mm/s), h (mm/s), w, growth (nm/min), E_app (eV)
  500 9.125e-06     0.742   12.22 0.9428   1.216 0.4529
  600 6.312e-05     5.625   16.82 0.7494   6.106 0.3650
  700 2.513e-04    24.184   22.03 0.4766  14.313 0.2476
  800 7.082e-04    72.864   27.82 0.2763  21.876 0.1661
  900 1.585e-03   173.010   34.19 0.1650  27.572 0.1247
 1000 3.021e-03   347.487   41.12 0.1058  31.955 0.1061
 1100 5.119e-03   617.611   48.58 0.0729  35.585 0.0989
 1200 7.945e-03  1001.175   56.57 0.0535  38.781 0.0974
Crossover temperature (k_s = h): 690.8 K
Damkoehler number at 1200 K: 17.70
D at 1200 K: 5.657 cm^2/s
Impingement speed at 1200 K: 126.01 m/s
Bulk concentration at 1200 K: 6.0358e+20 m^-3
kB T at 1200 K: 0.1034 eV
Transport-limit E_app at 1200 K: 0.0776 eV
Surface-limit E_app at 500 K: 0.4785 eV
Rough mean free path at 1200 K: 3.4 micrometre
Drift correction s/2 at 1200 K: 0.40 %
h with test flow / h without flow: 1.916
k_s(1200 K)/k_s(1000 K): 2.881
Growth(1200 K)/growth(1000 K): 1.214
Fast barrierless probability: 7.945e-03
Slow barrierless probability: 1.0e-05
activated: fitted energy 1000-1200 K 0.0998 eV; rate factor on halving film at 1200 K 1.898
barrierless fast: fitted energy 1000-1200 K 0.0650 eV; rate factor on halving film at 1200 K 1.898
barrierless slow: fitted energy 1000-1200 K -0.0443 eV; rate factor on halving film at 1200 K 1.011
Largest plateau gap, activated vs fast: 6.56 %
Fast barrierless/activated growth at 500 K: 17.14
1000 K: R(5 mm) 15.039 s/m, R(10 mm) 27.199 s/m, recovered k_s 347.49 mm/s
1200 K: R(5 mm) 9.838 s/m, R(10 mm) 18.676 s/m, recovered k_s 1001.18 mm/s
Recovered barrier: 0.5000 eV
Assumed rate noise: 0.5 %
k_s error at 1000 K: 7.0 %; at 1200 K: 13.6 %
Barrier error, linear: 0.0791 eV; sampled: 0.0807 eV
success
```
